# Estimating the Mott density of doped semiconductors from Thomas-Fermi screening: a program that tests the result

```python
"""
Result under test: a donor screened by a degenerate Thomas-Fermi gas loses
its last bound state at
    n^(1/3) a = pi (kappa_c a)^2 / (4 (3 pi^2)^(1/3)),  kappa_c a about 1.19.
Symbols: n carrier density, a donor Bohr radius, kappa inverse screening
length, k_F Fermi wave number, nu number of equal isotropic valleys.
Effective atomic units: a = 1, effective mass = 1, energy unit E_h*.
The empirical rule used for comparison is n^(1/3) a = 0.26.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, dblquad, quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

pi = np.pi
empirical = 0.26

# Screened potential: Poisson equation away from the donor, and total charge.
r, k = sp.symbols("r k", positive=True)
yukawa = sp.exp(-k * r) / r
laplacian = sp.diff(r**2 * sp.diff(yukawa, r), r) / r**2
assert sp.simplify(laplacian - k**2 * yukawa) == 0
cloud = sp.integrate(4 * sp.pi * r**2 * k**2 * yukawa / (4 * sp.pi),
                     (r, 0, sp.oo))
assert sp.simplify(cloud - 1) == 0


# Threshold in position space: the zero-energy wave becomes flat far away.
def outer_slope(kappa):
    start = 1e-6
    sol = solve_ivp(
        lambda x, y: [y[1], -2 * np.exp(-kappa * x) / x * y[0]],
        (start, 40.0), [start - start**2, 1 - 2 * start],
        method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[1, -1]


kappa_c = brentq(outer_slope, 1.0, 1.4, xtol=1e-9)


# Lowest energy in a large box, by finite differences.
def lowest_energy(kappa, radius=150.0, step=0.01):
    x = step * np.arange(1, int(round(radius / step)))
    diagonal = 1 / step**2 - np.exp(-kappa * x) / x
    off = np.full(len(x) - 1, -0.5 / step**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


assert abs(lowest_energy(0.0) + 0.5) < 1e-4
assert lowest_energy(kappa_c - 0.05) < 0 < lowest_energy(kappa_c + 0.05)


# Hydrogenic trial function: energy by quadrature, divided by alpha^2.
def trial_energy(alpha, kappa):
    # Integrate in the scaled radius s = alpha r.
    kinetic = quad(lambda s: 2 * (1 - s)**2 * np.exp(-2 * s), 0, 40)[0]
    potential = quad(lambda s: -4 * s * np.exp(-(2 + kappa / alpha) * s),
                     0, 40)[0]
    return kinetic + potential / alpha


def best_trial(kappa):
    return minimize_scalar(lambda q: trial_energy(q, kappa),
                           bounds=(0.1, 2.0), method="bounded",
                           options={"xatol": 1e-7})


kappa_trial = brentq(lambda q: best_trial(q).fun, 0.8, 1.2, xtol=1e-8)
alpha_trial = best_trial(kappa_trial).x
assert abs(kappa_trial - 1) < 1e-5
assert abs(alpha_trial - 0.5) < 1e-3
assert kappa_trial < kappa_c


# Derived formulas for screening and critical density.
def screening(n, nu=1):
    return np.sqrt(4 * nu**(2 / 3) * (3 * pi**2 * n)**(1 / 3) / pi)


def critical_ratio(kappa, nu=1):
    return pi * kappa**2 / (4 * (3 * pi**2)**(1 / 3) * nu**(2 / 3))


# Count occupied states and differentiate the density numerically.
# A small temperature smooths the Fermi edge; its effect is below 2e-4.
def counted_density(mu, temperature, nu):
    wave = np.linspace(0, 2 * np.sqrt(2 * mu), 20001)
    filling = expit((mu - wave**2 / 2) / temperature)
    return nu * np.trapezoid(wave**2 * filling, wave) / pi**2 \
        if hasattr(np, "trapezoid") else \
        nu * np.trapz(wave**2 * filling, wave) / pi**2


for valleys in (1, 6):
    density = critical_ratio(kappa_c, valleys)**3
    mu = (3 * pi**2 * density / valleys)**(2 / 3) / 2
    temp, shift = 0.005 * mu, 0.01 * mu
    counted = counted_density(mu, temp, valleys)
    response = (counted_density(mu + shift, temp, valleys)
                - counted_density(mu - shift, temp, valleys)) / (2 * shift)
    assert abs(counted / density - 1) < 2e-4
    assert abs(np.sqrt(4 * pi * response) / kappa_c - 1) < 2e-4


# Lindhard function, x = q/(2 k_F), against the perturbation integral.
def lindhard(x):
    return 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


q = 3.0  # k_F = 1; no vanishing denominator for q > 2 k_F
direct = dblquad(lambda c, p: p**2 / (q**2 / 2 + p * q * c),
                 0, 1, -1, 1)[0]
assert abs(direct - lindhard(q / 2)) < 1e-7
q = 0.8  # angular principal value done analytically
direct = quad(lambda p: p / q * np.log(abs((q / 2 + p) / (q / 2 - p))),
              0, 1, points=[q / 2])[0]
assert abs(direct - lindhard(q / 2)) < 1e-6
samples = np.linspace(0.013, 5.017, 500)
assert np.all((lindhard(samples) > 0) & (lindhard(samples) < 1))

# Zero-energy s-wave integral equation in momentum space.
nodes, weights = np.polynomial.legendre.leggauss(200)
momentum = (1 + nodes) / (1 - nodes)
weight = 2 * weights / (1 - nodes)**2
total = momentum[:, None] + momentum[None, :]
difference = np.abs(momentum[:, None] - momentum[None, :])
product = momentum[:, None] * momentum[None, :]
root_weight = np.sqrt(weight[:, None] * weight[None, :])
transfer = np.sinh(np.linspace(1e-6, 12.0, 40000))


def binding_eigenvalue(kappa, k_fermi=None):
    kernel = 2 * pi * np.log((total**2 + kappa**2)
                             / (difference**2 + kappa**2))
    if k_fermi is not None:
        factor = lindhard(transfer / (2 * k_fermi))
        extra = 4 * pi * transfer * (
            1 / (transfer**2 + kappa**2 * factor)
            - 1 / (transfer**2 + kappa**2))
        integral = cumulative_trapezoid(extra, transfer, initial=0)
        kernel += (np.interp(total, transfer, integral)
                   - np.interp(difference, transfer, integral))
    matrix = root_weight * kernel / (2 * pi**2 * product)
    return eigvalsh(matrix, subset_by_index=[199, 199])[0]


eigenvalue_tf = binding_eigenvalue(kappa_c)
assert abs(eigenvalue_tf - 1) < 2e-4
k_lindhard = brentq(
    lambda kf: binding_eigenvalue(np.sqrt(4 * kf / pi), kf) - 1,
    0.9, 4.0, xtol=1e-7)
ratio_lindhard = k_lindhard / (3 * pi**2)**(1 / 3)

# Main comparison.
ratio = critical_ratio(kappa_c)
ratio_trial = critical_ratio(kappa_trial)
ratio_six = critical_ratio(kappa_c, 6)
k_fermi = (3 * pi**2)**(1 / 3) * ratio
fermi_energy = k_fermi**2 / 2
kappa_empirical = screening(empirical**3)
energy_empirical = lowest_energy(kappa_empirical)
assert energy_empirical < 0
assert ratio_lindhard > ratio > empirical > ratio_six

# Model semiconductor with chosen round parameters.
mass, dielectric = 0.1, 10.0
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]
a_metre = dielectric / mass * bohr
energy_unit = 1000 * hartree * mass / dielectric**2
per_cm3 = 1e-6 / a_metre**3
fermi_mev = fermi_energy * energy_unit
fermi_kelvin = fermi_mev * 1e-3 * const.e / const.k

print(f"critical screening kappa_c a = {kappa_c:.5f}")
print(f"momentum-space eigenvalue at kappa_c = {eigenvalue_tf:.6f}")
print(f"trial-function threshold kappa a = {kappa_trial:.5f}")
print(f"trial exponent at threshold alpha a = {alpha_trial:.4f}")
print(f"Thomas-Fermi n^(1/3) a = {ratio:.4f}")
print(f"Thomas-Fermi n a^3 = {ratio**3:.5f}")
print(f"n^(1/3) a from trial threshold = {ratio_trial:.4f}")
print(f"density factor, true/trial threshold = {(ratio/ratio_trial)**3:.3f}")
print(f"empirical n^(1/3) a (input) = {empirical:.2f}")
print(f"empirical n a^3 = {empirical**3:.5f}")
print(f"ratio of n^(1/3) a, TF/empirical = {ratio/empirical:.3f}")
print(f"ratio of densities, TF/empirical = {(ratio/empirical)**3:.3f}")
print(f"k_F a at TF threshold = {k_fermi:.4f}")
print(f"Fermi energy at TF threshold = {fermi_energy:.4f} E_h*")
print(f"|U(a)| at TF threshold = {np.exp(-kappa_c):.4f} E_h*")
print(f"|U(a)|/Fermi energy = {np.exp(-kappa_c)/fermi_energy:.3f}")
print(f"kappa a at empirical density = {kappa_empirical:.4f}")
print(f"binding there = {-energy_empirical:.5f} E_h*")
print(f"binding there/unscreened = {-200*energy_empirical:.2f} percent")
print(f"Lindhard k_F a at threshold = {k_lindhard:.4f}")
print(f"Lindhard n^(1/3) a = {ratio_lindhard:.4f}")
print(f"density ratio, Lindhard/TF = {(ratio_lindhard/ratio)**3:.3f}")
print(f"six-valley TF n^(1/3) a = {ratio_six:.4f}")
print(f"density ratio, one/six valleys = {(ratio/ratio_six)**3:.2f}")
print(f"model effective mass (input) = {mass:.1f} electron masses")
print(f"model dielectric constant (input) = {dielectric:.0f}")
print(f"donor Bohr radius a = {a_metre*1e9:.4f} nm")
print(f"effective energy unit E_h* = {energy_unit:.3f} meV")
print(f"unscreened donor binding = {energy_unit/2:.3f} meV")
print(f"TF critical density = {ratio**3*per_cm3:.3e} cm^-3")
print(f"empirical-rule density = {empirical**3*per_cm3:.3e} cm^-3")
print(f"trial-threshold density = {ratio_trial**3*per_cm3:.3e} cm^-3")
print(f"Lindhard critical density = {ratio_lindhard**3*per_cm3:.3e} cm^-3")
print(f"six-valley TF density = {ratio_six**3*per_cm3:.3e} cm^-3")
print(f"TF screening length at threshold = {a_metre*1e9/kappa_c:.3f} nm")
print(f"mean spacing n^(-1/3) at threshold = {a_metre*1e9/ratio:.3f} nm")
print(f"Fermi energy at threshold = {fermi_mev:.3f} meV")
print(f"Fermi temperature at threshold = {fermi_kelvin:.1f} K")
print(f"binding at empirical density = {-energy_empirical*energy_unit:.4f} meV")
print("all assertions hold")
```

It prints:

```
critical screening kappa_c a = 1.19061
momentum-space eigenvalue at kappa_c = 1.000000
trial-function threshold kappa a = 1.00000
trial exponent at threshold alpha a = 0.5000
Thomas-Fermi n^(1/3) a = 0.3599
Thomas-Fermi n a^3 = 0.04661
n^(1/3) a from trial threshold = 0.2539
density factor, true/trial threshold = 2.849
empirical n^(1/3) a (input) = 0.26
empirical n a^3 = 0.01758
ratio of n^(1/3) a, TF/empirical = 1.384
ratio of densities, TF/empirical = 2.652
k_F a at TF threshold = 1.1133
Fermi energy at TF threshold = 0.6198 E_h*
|U(a)| at TF threshold = 0.3040 E_h*
|U(a)|/Fermi energy = 0.491
kappa a at empirical density = 1.0120
binding there = 0.00901 E_h*
binding there/unscreened = 1.80 percent
Lindhard k_F a at threshold = 1.2306
Lindhard n^(1/3) a = 0.3978
density ratio, Lindhard/TF = 1.350
six-valley TF n^(1/3) a = 0.1090
density ratio, one/six valleys = 36.00
model effective mass (input) = 0.1 electron masses
model dielectric constant (input) = 10
donor Bohr radius a = 5.2918 nm
effective energy unit E_h* = 27.211 meV
unscreened donor binding = 13.606 meV
TF critical density = 3.145e+17 cm^-3
empirical-rule density = 1.186e+17 cm^-3
trial-threshold density = 1.104e+17 cm^-3
Lindhard critical density = 4.248e+17 cm^-3
six-valley TF density = 8.737e+15 cm^-3
TF screening length at threshold = 4.445 nm
mean spacing n^(-1/3) at threshold = 14.704 nm
Fermi energy at threshold = 16.865 meV
Fermi temperature at threshold = 195.7 K
binding at empirical density = 0.2452 meV
all assertions hold
```
